\section*{A silicide's growth activation energy is not automatically a migration barrier}

\section{A decision about a barrier}

Suppose a saddle-point calculation gives 0.90 eV for the jump of a metal atom into a neighbouring vacancy of a silicide, while the measured growth of that silicide has an activation energy of 1.50 eV. Should the vacancy mechanism be rejected? Should a kinetic simulation use 1.50 eV as its jump barrier? Both decisions depend on what the growth energy contains.

The belief at issue runs as follows. The layer thickness $L$ obeys $L^2=kt$, so growth is limited by diffusion. Diffusion proceeds by thermally activated jumps, and $\ln k$ is a straight line against $1/T$. The slope must therefore be the jump barrier, with the driving force hidden in the prefactor.

The first two statements can be true and the conclusion still false. The constant $k$ also counts the defects that carry the atoms, and the reaction that drives growth can change their number exponentially.

\section{What drives the metal across the layer}

Let M$_2$Si grow between metal M and silicon, with the metal as the moving species. Both interfaces are in local equilibrium, M$_2$Si is the sole growing phase, and transport runs through the bulk of the layer. Contact between M$_2$Si and Si is metastable if MSi is also stable; we assume that MSi has not nucleated.

Measure chemical potentials from pure M and pure Si. At the metal side $\mu_{\rm M}=0$. At the silicon side $\mu_{\rm Si}=0$, and equilibrium with the silicide requires
\begin{equation}
2\mu_{\rm M}+\mu_{\rm Si}=G_2
\quad\Longrightarrow\quad
\mu_{\rm M}=G_2/2,
\end{equation}
where $G_2<0$ is the formation free energy of M$_2$Si per formula unit. Define the local drop $\delta=-\mu_{\rm M}$. It rises from zero at the metal side to
\begin{equation}
\Delta\mu=-G_2/2=h-Ts
\end{equation}
at the silicon side. This is the reaction free energy released per transported metal atom, and $h$ is its enthalpy part.

\section{The driving force changes the defect content}

To make a vacancy, an atom is moved from the crystal to a reservoir at $\mu_{\rm M}$. The cost contains $+\mu_{\rm M}=-\delta$, so it falls toward the silicon side. To make an interstitial, an atom is taken from the reservoir, and the cost contains $-\mu_{\rm M}=+\delta$. For dilute, neutral, non-interacting defects, with $\beta=1/(k_{\rm B}T)$, the number of carriers per metal site is
\begin{equation}
X(\delta)=X_Ae^{r\beta\delta},\qquad
X_A=e^{S_A/k_{\rm B}-\beta H_A},
\label{eq:X}
\end{equation}
with $r=+1$ for vacancies and $r=-1$ for interstitials. $H_A$ and $S_A$ are the formation enthalpy and entropy at the metal side.

Now consider vacancy jumps between neighbouring planes $i$ and $i+1$, a distance $a$ apart. A metal atom moves forward if it is on $i$ and a vacancy is on $i+1$. With exchange rate $\Gamma$, the net rate per site is
\begin{equation}
\Gamma[(1-X_i)X_{i+1}-(1-X_{i+1})X_i]
=\Gamma(X_{i+1}-X_i),
\end{equation}
because the products $X_iX_{i+1}$ cancel. A plane holds $ca$ sites per area, where $c$ is the density of metal sites, and $X_{i+1}-X_i\simeq a\,dX/dz$. The metal flux toward silicon is therefore $J=cD_c\,dX/dz$, with carrier diffusivity $D_c=\Gamma a^2$. Interstitials carry metal down their own gradient, so for them $J=-cD_c\,dX/dz$. Since $dX/dz=r\beta X\,d\delta/dz$, both cases become
\begin{equation}
J=cD_c\,\beta X\,\frac{d\delta}{dz}.
\label{eq:J}
\end{equation}
The defect gradient and the chemical driving force are thus two descriptions of one cause. Adding them as separate fluxes would count it twice.

With few carriers, little metal is needed to change the carrier content of the layer, and $J$ is nearly uniform. Integrating Eq.~(\ref{eq:J}) over the thickness gives
\begin{equation}
JL=cD_cI,\qquad I=\int_0^{\Delta\mu}\beta X(\delta)\,d\delta .
\end{equation}
If $n$ metal atoms must arrive per new formula unit, $J/n$ units form per area and time. Each has volume $2/c$, since it contains two metal sites. Hence
\begin{equation}
\frac{dL}{dt}=\frac{2J}{nc}=\frac{2D_cI}{nL}.
\end{equation}
Multiplying by $2L$ and integrating from $L=0$ gives $L^2=kt$ with
\begin{equation}
k=\frac4n D_cI .
\label{eq:k}
\end{equation}
On silicon, $n=2$.

\section{Three mechanisms, three activation energies}

Write $D_c=D_0e^{-\beta H_m}$, where $H_m$ is the migration enthalpy and $D_0$ is independent of temperature. Let $y=\beta\Delta\mu=\beta h-s/k_{\rm B}$. For constant $h$ and $s$, $dy/d\beta=h$: the slope sees the reaction enthalpy, not the free energy. Define $E_k=-d\ln k/d\beta$.

For vacancies, $I=X_A(e^y-1)$, so
\begin{align}
\ln k&=\text{const}-\beta(H_m+H_A)+\ln(e^y-1),\\
E_k&=H_m+H_A-\frac{h\,e^y}{e^y-1}
=H_m+H_A-\frac{h}{1-e^{-y}} .
\label{eq:vac}
\end{align}
For interstitials, $I=X_A(1-e^{-y})$. The derivative of $\ln(1-e^{-y})$ with respect to $\beta$ is $he^{-y}/(1-e^{-y})=h/(e^y-1)$, and
\begin{equation}
E_k=H_m+H_A-\frac{h}{e^y-1}.
\label{eq:int}
\end{equation}
In a third case the carrier content is fixed by structure at $X_s$, while each carrier still responds to the force as in Eq.~(\ref{eq:J}). Then $I=X_sy$, and
\begin{equation}
E_k=H_m-\frac{h}{y}=H_m-k_{\rm B}T\,\frac{h}{\Delta\mu}.
\label{eq:fix}
\end{equation}

Under strong drive, $y\gg1$, Eq.~(\ref{eq:vac}) tends to $H_m+H_A-h$ and Eq.~(\ref{eq:int}) to $H_m+H_A$. Both limits have one reading: migration enthalpy plus formation enthalpy at the interface where the carriers are most abundant. For vacancies that is the silicon side, where the formation enthalpy is $H_A-h$. Whoever starts from this silicon-side value must not subtract $h$ again.

Under weak drive, $y\ll1$, the expansions $1/(1-e^{-y})\simeq1/y+1/2$ and $1/(e^y-1)\simeq1/y-1/2$ give $E_k\simeq H_m+H_A-h/y\mp h/2$, with the upper sign for vacancies. If also $s=0$, then $h/y=k_{\rm B}T$. Here the driving force does act almost as a prefactor, but the formation enthalpy remains.

The belief is nearly right in the third case. Equation~(\ref{eq:fix}) itself assumes carriers whose number hardly responds to $\mu_{\rm M}$, and a force per jump small enough for a linear law, $ya/L\ll1$. Structural vacancies with a stiff mutual repulsion provide a model:
\begin{equation}
\delta=k_{\rm B}T\ln(X/X_s)+W(X-X_s).
\end{equation}
If $WX_s\gg\Delta\mu$, a small relative change of $X$ takes up the whole drop. With $X_s=0.03$, the deliberately large value $W=500$ eV and the numbers of the next section, $X$ changes by 4.6\% across the layer, and $E_k$ agrees with Eq.~(\ref{eq:fix}) to within 0.001 eV. This uses Eq.~(\ref{eq:J}) with the same $H_m$ everywhere, so the saddle energy must rise with the repulsion energy of the sites. If the saddle energy stayed fixed, the jump rate would gain the factor $e^{\beta W(X-X_s)}$. Since $Xe^{\beta W(X-X_s)}=X_se^{\beta\delta}$, this gives $I=X_s(e^y-1)$ and $E_k\simeq H_m-h$, as for thermal vacancies with $H_A=0$. With constant $H_m$, such stiffness is not required for a slope near the barrier: for $W=5$ eV, $X$ grows fivefold across the layer, yet $E_k$ lies only 0.054 eV below $H_m$.

\section{One slope from three barriers}

Take rough, round parameters in the regime of Ni$_2$Si growth: $T=550$ K, $k_{\rm B}T=0.0474$ eV and $D_0=10^{12}$ nm$^2$/s. The formation enthalpy and entropy of M$_2$Si are $-1.40$ eV and $-0.6\,k_{\rm B}$ per formula unit. Halving them and reversing the sign gives $h=0.70$ eV, $s=0.30\,k_{\rm B}$ and
\[
\Delta\mu=0.70-0.30(0.0474)=0.686\ \text{eV},
\]
so $y\simeq14.5$, which is strong drive.

For vacancies let $H_m=0.90$ eV, $H_A=1.30$ eV and $S_A=3\,k_{\rm B}$. The vacancy fraction rises from $2.5\times10^{-11}$ at the metal side to $4.73\times10^{-5}$ at the silicon side. With $D_c=5.66\times10^3$ nm$^2$/s,
\[
k=2(5.66\times10^3)(4.73\times10^{-5})
=0.54\ \text{nm}^2/\text{s}=5.4\times10^{-15}\ \text{cm}^2/\text{s}.
\]
One hour of growth from zero thickness gives $\sqrt{0.5355\times3600}=44$ nm. The activation energy is $0.90+1.30-0.70=1.50$ eV.

For interstitials let $H_m=0.40$ eV, $H_A=1.10$ eV and $S_A=2.7\,k_{\rm B}$. Then $E_k=0.40+1.10=1.50$ eV. The entropy was chosen so that $k$ matches the vacancy case at every temperature: the factor $e^{y}=e^{\beta h-0.3}$ turns one expression into the other. For fixed carriers with $X_s=0.03$ and $H_m=1.55$ eV, $E_k=1.55-0.048=1.50$ eV. Barriers of 0.40, 0.90 and 1.55 eV thus give the same slope to within 0.002 eV. The fixed-carrier $k$ is about 100 times smaller, but this separates the mechanisms only if $D_0$ and $X_s$ are known.

Nor does a straight Arrhenius plot help. Between 500 and 600 K, the largest misfit of $\ln k$ from a line is below $5\times10^{-7}$ for vacancies, although their slope combines three enthalpies.

The slopes in Eqs.~(\ref{eq:vac})--(\ref{eq:fix}) were tested by numerical differentiation of Eq.~(\ref{eq:k}), with the integral done by quadrature, at 500, 550 and 600 K. They agreed within $10^{-5}$ eV, also for a weak drive of $h=0.01$ eV and $s=0$. In that weak case the vacancy value at 550 K is 2.147 eV, close to $2.20-k_{\rm B}T-h/2$.

The opening questions now have answers. A computed barrier of 0.90 eV does not contradict a growth energy of 1.50 eV. Using 1.50 eV as the jump barrier, with the prefactor unchanged, would make the jump rate too low by
\[
e^{(1.50-0.90)/0.0474}\simeq3\times10^5 .
\]

\section{Changing the neighbour, not the barrier}

Replace silicon by MSi, with M$_2$Si still growing, no silicon in contact with it, and temperature and carrier parameters held fixed. If $G_1$ is the formation free energy of MSi, the second interface obeys $2\mu_{\rm M}+\mu_{\rm Si}=G_2$ and $\mu_{\rm M}+\mu_{\rm Si}=G_1$. Subtraction gives $\mu_{\rm M}=G_2-G_1$, hence $\Delta\mu=G_1-G_2$. The reaction M + MSi $\to$ M$_2$Si needs one transported atom, so $n=1$. With $-0.90$ eV and $-0.4\,k_{\rm B}$ for MSi, $h=0.50$ eV and $\Delta\mu=0.491$ eV.

For vacancies $E_k$ rises to 1.70 eV and $k$ falls to 0.017 nm$^2$/s. For interstitials $E_k$ stays at 1.50 eV and $k$ doubles, through $n$. For fixed carriers $E_k$ changes by about 0.0001 eV. No migration barrier was altered. Under strong drive the vacancy shift equals the fall in $h$, here 0.20 eV. Within this model, the comparison tells vacancies from the other two mechanisms if that shift exceeds the uncertainty of the measured activation energies.

Tracer diffusion in a homogeneous silicide gives further information. With a constant correlation factor, the tracer diffusivity is proportional to $D_cX$. For the vacancy example its activation energy is 2.20 eV in equilibrium with metal and 1.50 eV in equilibrium with silicon. The difference is $h$; the split between $H_m$ and $H_A$ still requires a separate determination of one of them.

\section{Where the model can fail}

The uniform-flux step ignores vacancies stored in the growing layer. For $n=2$, let $\Delta X=X_B-X_A$, where $X_B$ is the silicon-side fraction, and put $L=2\lambda\sqrt{D_ct}$. The diffusion equation is solved by
\begin{equation}
X=X_A+\Delta X\,
\frac{\operatorname{erf}[z/(2\sqrt{D_ct})]}{\operatorname{erf}\lambda}.
\end{equation}
New silicide contains a metal fraction $1-X_B$, so $(1-X_B)\,dL/dt=D_c\,dX/dz$ at $z=L$. Inserting $dL/dt=\lambda\sqrt{D_c/t}$ and the gradient gives
\begin{equation}
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda
=\frac{\Delta X}{1-X_B}.
\end{equation}
For small $\lambda$ the left side is $2\lambda^2(1+2\lambda^2/3)$. To leading order $2\lambda^2=\Delta X$; using this in the correction yields
\begin{equation}
k=4\lambda^2D_c\simeq2D_c\Delta X
\left(1+X_B-\frac{\Delta X}{3}\right).
\end{equation}
A time-dependent calculation with $X_A=0.001$ and $X_B=0.020$ gave an excess of 1.39\% over $2D_c\Delta X$, against 1.37\% from this formula. In the example the correction is $3\times10^{-5}$.

Other omissions matter more. In real Ni$_2$Si growth nickel is the main moving species, and the activation energy is roughly 1.5 eV; the defect enthalpies above are model inputs, not established values for that compound. Real films are polycrystalline, which breaks the assumption of bulk transport. Boundaries 0.5 nm wide around 50 nm columnar grains occupy about 2\% of the area. With equal prefactors they carry as much metal as the bulk if their total activation energy is lower by $k_{\rm B}T\ln50=0.185$ eV. For parallel paths $E_k$ is the flow-weighted mean, so it would then fall by about 0.09 eV, and further if boundaries dominate. In thin Ni$_2$Si films boundary transport is commonly taken to dominate, so the bulk example shows how a slope is composed and does not explain the measured 1.5 eV.

A stress difference of 1 GPa acting on 0.011 nm$^3$ per metal atom does work of 0.069 eV. If this adds to the drive and does not depend on temperature, the vacancy $E_k$ falls by the same amount; the opposite sign of stress raises it. A heat-capacity change of $1\,k_{\rm B}$ per metal atom between 298 and 550 K shifts $h$ by 0.022 eV.

Slow interface reactions break local equilibrium. Let the silicon-side interface be the slow one, with limiting speed $v_i=a\nu e^{-\beta G_i}$, $a=0.25$ nm, $\nu=10^{13}$ s$^{-1}$ and total interface barrier $G_i$. If it takes a share $\delta_i$ of the drop, let its speed be $v=v_i(1-e^{-\beta\delta_i})$. The same share lowers $X_B$ by the factor $e^{-\beta\delta_i}$, so under strong drive $v=v_de^{-\beta\delta_i}$, where $v_d$ is the diffusion-limited speed. Eliminating $\delta_i$ gives $1/v=1/v_d+1/v_i$: for this law the resistances add. At 20 nm the diffusion-limited speed is $k/(2L)=0.013$ nm/s. The interface then adds 10\% to the resistance if $G_i\simeq1.45$ eV, and more if $G_i$ is higher. The same barrier at the metal side would add almost nothing, because a small share of the drop raises only the negligible $X_A$; it matters once $v_i$ approaches $v_d$. A slope extracted from such data by assuming $L^2=kt$ mixes in the interface energy as well. This interface estimate uses the vacancy value of $k$ on silicon; the program computes $k$ and $E_k$ for all three mechanisms.

\section*{Computed results}
\begin{verbatim}
Temperature 550 K; kB*T = 0.04740 eV
Carrier diffusivity prefactor = 1.0e+12 nm^2/s
M2Si formation: H = -1.40 eV, S = -0.6 kB
MSi formation: H = -0.90 eV, S = -0.4 kB
On Si: n = 2, h = 0.700 eV, s = 0.30 kB, dmu = 0.6858 eV
On MSi: n = 1, h = 0.500 eV, s = 0.20 kB, dmu = 0.4905 eV
vacancy: Hm = 0.90 eV, HA = 1.30 eV, SA = 3.000 kB
  on Si: k = 5.3552e-01 nm^2/s, E_k = 1.5000 eV
  on MSi: k = 1.7401e-02 nm^2/s, E_k = 1.7000 eV
  500-600 K fit on Si: E = 1.5000 eV, largest misfit of ln k = 3.1e-07
interstitial: Hm = 0.40 eV, HA = 1.10 eV, SA = 2.700 kB
  on Si: k = 5.3552e-01 nm^2/s, E_k = 1.5000 eV
  on MSi: k = 1.0710e+00 nm^2/s, E_k = 1.5000 eV
  500-600 K fit on Si: E = 1.5000 eV, largest misfit of ln k = 3.1e-07
fixed: Hm = 1.55 eV, HA = 0.00 eV, SA = -3.507 kB
  on Si: k = 5.4399e-03 nm^2/s, E_k = 1.5016 eV
  on MSi: k = 7.7820e-03 nm^2/s, E_k = 1.5017 eV
  500-600 K fit on Si: E = 1.5019 eV, largest misfit of ln k = 2.3e-03
Vacancy fraction: metal side 2.459e-11, Si side 4.728e-05
Vacancy diffusivity = 5.6636e+03 nm^2/s
Vacancy case on Si: k = 5.355e-15 cm^2/s
Thickness after 1 h from zero = 43.9 nm
Vacancy tracer energy, equilibrium with metal = 2.2000 eV
Vacancy tracer energy, equilibrium with Si = 1.5000 eV
Vacancy E_k at weak drive h = 0.01 eV: 2.1474 eV
Jump rate too low by factor 3.15e+05 if E_k is used as Hm
Stiff model (500 eV): E_k = 1.5016 eV, content change = 4.56 %
Moving-boundary test, XA = 0.001, XB = 0.02: excess of k 1.388 %, formula 1.367 %
Neglected boundary motion: relative change of k = 3.15e-05
Stress difference 1 GPa, volume 0.011 nm^3: added drive 0.0687 eV, E_k shift -0.0687 eV
Heat-capacity change 1 kB per metal atom, 298 to 550 K: h shifts 0.0217 eV
Boundaries 0.5 nm wide, grains 50 nm: equal flow if their energy is lower by 0.185 eV
Diffusion-limited speed at 20 nm = 1.339e-02 nm/s
Interface adds 10 % resistance there if its total barrier is 1.448 eV (jump 0.25 nm, 1e+13 /s)
\end{verbatim}
